# Nuclear Forces from Back-Propagated Density Matrices in an Orthogonalized Atomic Basis, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The gradient as a functional of the density matrices

### 1. Three numbers for one slope

For NO at a bond length of 2.2 bohr in the STO-3G basis, the full configuration interaction (FCI) energy has the slope $dE_0/dR=-0.195736$ Ha/bohr. Density matrices taken between a restricted open-shell Hartree–Fock (ROHF) determinant on the left and the FCI ground state on the right reproduce $E_0$ to $4\times10^{-14}$ Ha, yet they give a slope of $-0.085163$ Ha/bohr, which misses 56% of the FCI value. The FCI density itself, inserted into the electrostatic expression for the oxygen nucleus, gives a slope of $-2.852253$ Ha/bohr, about 14.6 times the FCI value. The first failure concerns the states between which the density matrices are taken, and back propagation removes it in the limit of long, unconstrained projection. The second concerns the basis, which moves with the nuclei and must be kept orthonormal, and the Pulay terms cure it.

### 2. Conventions

Hartree atomic units are used. The Hamiltonian is nonrelativistic with clamped nuclei. The basis consists of $n$ real, linearly independent functions $\chi_\mu(\mathbf r)$, each attached to one nucleus, with overlap matrix $S$. Orthonormal orbitals are

$$\phi_p=\sum_\mu\chi_\mu C_{\mu p},\qquad C^TSC=1, \tag{1}$$

with $C$ real, square and invertible. A superscript $x$ denotes the derivative with respect to one Cartesian nuclear coordinate, and the force along it is minus the energy derivative. A tilde marks an atomic-orbital (AO) quantity that is differentiated first and then transformed with the undifferentiated $C$, as in $\tilde S^x=C^TS^xC$.

With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $e_{pqrs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$, the Hamiltonian in the basis is

$$H=E_{nn}+\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,e_{pqrs}, \tag{2}$$

where $h$ holds kinetic energy and nuclear attraction and $(pq|rs)=\iint\phi_p\phi_q(1)\,r_{12}^{-1}\,\phi_r\phi_s(2)$. In the product $a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}$ the relation $a_{q\sigma}a^\dagger_{r\tau}=\delta_{qr}\delta_{\sigma\tau}-a^\dagger_{r\tau}a_{q\sigma}$, followed by $a_{q\sigma}a_{s\tau}=-a_{s\tau}a_{q\sigma}$, gives $E_{pq}E_{rs}=\delta_{qr}E_{ps}+e_{pqrs}$. For any bra $\langle L|$ and ket $|R\rangle$ with nonzero overlap,

$$\gamma_{pq}=\frac{\langle L|E_{pq}|R\rangle}{\langle L|R\rangle},\qquad\Gamma_{pqrs}=\frac{\langle L|e_{pqrs}|R\rangle}{\langle L|R\rangle}. \tag{3}$$

When $L\ne R$ these matrices need not be symmetric or real. The cases used below are *pure* ($L=R=$ ground state), *mixed* ($L=$ trial determinant $\Phi_T$) and *back-propagated* ($\langle L|=\langle\Phi_T|e^{-\tau H}$).

### 3. The Hellmann–Feynman theorem in Fock space

Because the $\phi_p$ are orthonormal at every geometry, the operators $a_{p\sigma}$ obey the same anticommutation rules at every geometry. A state is a list of coefficients over occupation strings, the matrices of $E_{pq}$ and $e_{pqrs}$ over these strings are fixed arrays of integers, and the geometry enters (2) through $E_{nn}$, $h_{pq}$ and $(pq|rs)$ alone. Hence $H^x$ is (2) with the coefficients differentiated, and

$$g\equiv\frac{\langle L|H^x|R\rangle}{\langle L|R\rangle}=E_{nn}^x+\sum h_{pq}^x\gamma_{pq}+\tfrac12\sum(pq|rs)^x\,\Gamma_{pqrs}. \tag{4}$$

Here $h^x_{pq}$ and $(pq|rs)^x$ are total derivatives, which include the change of $C$.

To see when $g$ is an energy derivative, let $E=\langle L|H|R\rangle/\langle L|R\rangle$ and differentiate $E\langle L|R\rangle=\langle L|H|R\rangle$ with the product rule. Moving the terms $E\langle L^x|R\rangle+E\langle L|R^x\rangle$ to the right and dividing by the overlap gives

$$E^x=g+\frac{\langle L^x|(H-E)|R\rangle+\langle L|(H-E)|R^x\rangle}{\langle L|R\rangle}. \tag{5}$$

If $L$ and $R$ are both the ground state $|0\rangle$ of the matrix $H$, both extra terms vanish, since $(H-E_0)|0\rangle=0$ and $H$ is symmetric, and $g=g_0\equiv dE_0/dx$. If $R$ alone is the ground state, then $E=E_0$ for every $L$, the first extra term vanishes and the second does not, so $g\ne E_0^x$ in general although the energy is right. For other states $g$ is the derivative at frozen Fock-space coefficients. The statement that the contraction (4) yields the force therefore holds under the condition that both states are the eigenstate, and the energy it differentiates is the FCI energy of the finite basis.

The argument needs $|0\rangle$ to be differentiable, which is assured for a nondegenerate level. The $^2\Pi$ state of NO is spatially degenerate. A displacement along the axis conserves the parities under $x\to-x$ and $y\to-y$, so $H$ and $H^x$ are block diagonal in them, and the example works in the block of the trial determinant at fixed $M_S$, taking its lowest eigenvector. A Jahn–Teller coordinate of a nonlinear molecule couples degenerate components at first order, and $H^x$ must then be diagonalized within the degenerate level.

### 4. The orbital connection

Since $C$ is invertible, its derivative can be written $C^x=CT$ with $T=C^{-1}C^x$. Differentiating (1) gives $T^TC^TSC+C^TS^xC+C^TSCT=0$, and with (1) again

$$T+T^T=-\tilde S^x,\qquad T=-\tfrac12\tilde S^x+\kappa,\qquad\kappa=\tfrac12(T-T^T). \tag{6}$$

Orthonormality fixes the symmetric part of $T$. The antisymmetric part $\kappa$ depends on the recipe: if $C'(x)=C(x)O(x)$ with $O$ orthogonal and $O=1$ at the reference geometry, then $C'^x=C(T+O^x)$, and $O^TO=1$ makes $O^x$ antisymmetric, so $\kappa'=\kappa+O^x$.

For Löwdin orbitals $C=Y^{-1}$ with $Y=S^{1/2}$. Differentiating $YY=S$ gives the Sylvester equation $Y^xY+YY^x=S^x$. In the eigenbasis of $S$ at the reference geometry, with eigenvalues $s_i$, $Y$ is diagonal and the equation reads $Y^x_{ij}(\sqrt{s_i}+\sqrt{s_j})=S^x_{ij}$. Differentiating $YC=1$ gives $Y^xC+YC^x=0$, and $YC^x=T$, so $T=-Y^xC$:

$$T_{ij}=-\frac{S^x_{ij}}{(\sqrt{s_i}+\sqrt{s_j})\sqrt{s_j}},\qquad\kappa_{ij}=-\frac{S^x_{ij}\,(\sqrt{s_i}-\sqrt{s_j})}{2(\sqrt{s_i}+\sqrt{s_j})\sqrt{s_is_j}}. \tag{7}$$

The second form follows from $1/\sqrt{s_j}-1/\sqrt{s_i}=(\sqrt{s_i}-\sqrt{s_j})/\sqrt{s_is_j}$. With the plus sign in place of the minus sign the factor $\sqrt{s_i}+\sqrt{s_j}$ cancels and leaves the symmetric part $-S^x_{ij}/(2\sqrt{s_is_j})$, which is $-\tfrac12\tilde S^x_{ij}$ as (6) requires. Both matrices are rotated back with the eigenvectors of $S$. The Löwdin $\kappa$ is not zero in general: in the example the eigenvalues of $S$ run from 0.26485 to 1.78996, and the largest elements are $|\tilde S^x|=0.59357$ and $|\kappa|=0.02356$ bohr$^{-1}$. Equation (7) was tested against a finite difference of $S^{-1/2}$. The factors $s^{-1/2}$ grow as the basis nears linear dependence. If small eigenvalues are discarded, $C$ is rectangular, $T=C^{-1}C^x$ is undefined and the retained space has its own derivative, which is not treated here.

### 5. Derivatives of the integrals

From $h_{pq}=\sum C_{\mu p}h_{\mu\nu}C_{\nu q}$ and $C^x_{\mu p}=\sum_tC_{\mu t}T_{tp}$, the product rule gives one AO-derivative term and one term for each index:

$$h^x_{pq}=\tilde h^x_{pq}+\sum_t\left(T_{tp}h_{tq}+T_{tq}h_{pt}\right), \tag{8}$$

$$(pq|rs)^x=\widetilde{(pq|rs)}^x+\sum_t\left[T_{tp}(tq|rs)+T_{tq}(pt|rs)+T_{tr}(pq|ts)+T_{ts}(pq|rt)\right]. \tag{9}$$

Let $x=A_z$, the $z$ coordinate of nucleus $A$. A function on $A$ depends on $\mathbf r-\mathbf A$, so $\chi_\mu^x=-\partial_z\chi_\mu$ for $\mu\in A$ and zero otherwise. This sign is the one to trace when an integral library returns electronic gradients $\partial_z\chi$. Then $S^x_{\mu\nu}=\langle\chi^x_\mu|\chi_\nu\rangle+\langle\chi_\mu|\chi^x_\nu\rangle$, and $(\mu\nu|\lambda\rho)^x$ is the sum of four terms with one function differentiated in each. The one-electron matrix has two sources. The moving functions give

$$h^x_{\mathrm{bas},\mu\nu}=\langle\chi^x_\mu|\hat h|\chi_\nu\rangle+\langle\chi_\mu|\hat h|\chi^x_\nu\rangle,$$

with $\hat h$ the full one-electron operator including all nuclei. The operator itself contains $-Z_Af$ with $f=|\mathbf r-\mathbf A|^{-1}$. Since $\partial f/\partial A_z=-\partial_zf$, and integration by parts gives $-\int\chi_\mu\chi_\nu\,\partial_zf=\int f\,\partial_z(\chi_\mu\chi_\nu)$,

$$V^x_{\mu\nu}=-Z_A\left[\langle\partial_z\chi_\mu|f|\chi_\nu\rangle+\langle\chi_\mu|f|\partial_z\chi_\nu\rangle\right] \tag{10}$$

for all $\mu,\nu$, whichever atom carries them. Thus $\tilde h^x=\tilde V^x+\tilde h^x_{\rm bas}$. Equations (8) to (10) were tested element by element against finite differences of the Löwdin-basis integrals.

### 6. Contraction with the density matrices

For real orbitals $h^x_{pq}$ is symmetric, and $(pq|rs)^x$ is unchanged under $p\leftrightarrow q$, $r\leftrightarrow s$ and $pq\leftrightarrow rs$, because the undifferentiated integrals have these symmetries at every geometry. The bracketed sums in (8) and (9) have them separately. A sum of a symmetric array times any array is unchanged when the latter is replaced by its average over the symmetry operations. Define $\gamma^s=\tfrac12(\gamma+\gamma^T)$, and $\Gamma^s$ as the average of $\Gamma$ over the eight index permutations, without complex conjugation.

In the one-body part the second term, $\sum T_{tq}h_{pt}\gamma^s_{pq}$, becomes the first on renaming $p\leftrightarrow q$ and using the symmetry of $h$ and $\gamma^s$. The two together give $2\sum T_{tp}h_{tq}\gamma^s_{pq}$. In the two-body part the same renaming, with $p\leftrightarrow q$, $pq\leftrightarrow rs$ or both, turns each of the four terms into the first. With the prefactor $\tfrac12$ they give $2\sum T_{tp}(tq|rs)\Gamma^s_{pqrs}$. Both are collected in the generalized Fock matrix

$$F_{tp}=\sum_qh_{tq}\gamma^s_{pq}+\sum_{qrs}(tq|rs)\,\Gamma^s_{pqrs}, \tag{11}$$

and the connection contributes $2\sum_{tp}T_{tp}F_{tp}$. Insert (6). The symmetric $\tilde S^x$ selects $W=\tfrac12(F+F^T)$ and gives $-\sum\tilde S^x_{tp}W_{tp}$. For the antisymmetric part, renaming $t\leftrightarrow p$ in one half of the sum gives $2\sum\kappa_{tp}F_{tp}=\sum\kappa_{tp}(F_{tp}-F_{pt})$. The result is

$$g=E_{nn}^x+\tilde V^x\!\cdot\gamma+\tilde h^x_{\rm bas}\!\cdot\gamma+\tfrac12\widetilde{(pq|rs)}^x\!\cdot\Gamma-\operatorname{tr}(\tilde S^xW)+\sum_{tp}\kappa_{tp}(F_{tp}-F_{pt}), \tag{12}$$

where a dot is the sum over all indices. Equation (12) is an identity for any $\gamma$ and $\Gamma$. The first two terms are the electrostatic part: the repulsion of the other nuclei and the pull of the electron density. The next three are the Pulay terms: the energy change as the functions follow the nucleus, and the correction that keeps the orbitals orthonormal. The last is the rotation term.

### 7. The rotation term

Let $\hat\kappa=\sum\kappa_{tu}E_{tu}$. From $[a^\dagger_ta_u,a^\dagger_p]=\delta_{up}a^\dagger_t$ and $[a^\dagger_ta_u,a_q]=-\delta_{tq}a_u$ (spin labels are conserved and omitted),

$$[a^\dagger_p,\hat\kappa]=-\sum_t\kappa_{tp}a^\dagger_t=\sum_t\kappa_{pt}a^\dagger_t,\qquad[a_q,\hat\kappa]=\sum_t\kappa_{qt}a_t,$$

where antisymmetry was used in the first. Both kinds of operator $b_p$ thus obey $[b_p,\hat\kappa]=\sum_t\kappa_{pt}b_t$. The commutator of a product with $\hat\kappa$ is the sum of terms in which one factor is replaced by its commutator. For a sum $\sum_pX_pb_p$ this gives $\sum_{pt}X_p\kappa_{pt}b_t=\sum_p\big(\sum_t\kappa_{tp}X_t\big)b_p$ after renaming, which is the index rule of (8) and (9) with $T=\kappa$. Applied to every index of (2) and contracted as in section 6,

$$\sum_{tp}\kappa_{tp}(F_{tp}-F_{pt})=\frac{\langle L|[H,\hat\kappa]|R\rangle}{\langle L|R\rangle}. \tag{13}$$

If $L$ and $R$ are eigenstates with the same energy, $H$ acting to the left in $H\hat\kappa$ and to the right in $\hat\kappa H$ gives the same number, and (13) vanishes for every antisymmetric $\kappa$, so $F=F^T$ and $g$ is independent of the orthogonalization. If $R=|0\rangle$ alone, (13) equals $\langle L|(H-E_0)\hat\kappa|0\rangle/\langle L|0\rangle$, which survives. Two recipes that coincide at the reference geometry then differ by

$$g'-g=\sum_{tp}(\kappa'-\kappa)_{tp}(F_{tp}-F_{pt}). \tag{14}$$

The reason is that frozen coefficients over strings describe different physical states at the displaced geometry when the orbitals behind the strings differ.

In the example the largest element of $F-F^T$ is $8\times10^{-15}$ Ha for pure and 0.00860 Ha for mixed matrices. Gram–Schmidt orbitals, $C=(\Lambda^{-1})^T$ from the Cholesky factorization $S=\Lambda\Lambda^T$, multiplied by a fixed orthogonal matrix that aligns them with the Löwdin set at 2.2 bohr, give the same pure value $-0.195736$ Ha/bohr. The mixed values are $-0.080505$ (Gram–Schmidt), $-0.085163$ (Löwdin) and $-0.085267$ Ha/bohr ($\kappa=0$). Equation (14) was tested on the first pair, with the Gram–Schmidt integrals differentiated numerically, and (13) was tested against explicit Fock-space matrices. The first two differ by 0.004658 Ha/bohr, about 4% of the mixed error of 0.111 Ha/bohr, so no choice among these three repairs the mixed estimator.

### 8. Two limits

*Derivatives within the span.* Suppose $\chi^x_\mu=\sum_\nu\chi_\nu D_{\nu\mu}$. At fixed $C$ the orbitals change by $\chi DC=\phi\tilde D$ with $\tilde D=C^{-1}DC$. The moving-function integrals then follow the index rule with $\tilde D$ in place of $T$ and contract to $2\sum\tilde D_{tp}F_{tp}$, while $\tilde S^x=\tilde D+\tilde D^T$ gives $-\operatorname{tr}(\tilde S^xW)=-2\sum\tilde D_{tp}W_{tp}$. The Pulay terms add up to $2\sum\tilde D_{tp}(F-W)_{tp}=\sum\tilde D_{tp}(F_{tp}-F_{pt})$, which is zero for pure matrices. A test with a random $\tilde D$ confirmed the cancellation for pure matrices and its failure for mixed ones. For an eigenstate the Pulay sum therefore comes from the parts of $\chi^x$ that lie outside the basis. The derivative of a $1s$ function has $p$ symmetry and the radial extent of the core, and the derivative of a $p$ function contains $d$ components, for which STO-3G has no function on the same atom.

*Rigid translation.* Moving all nuclei and functions together leaves $E_{nn}$, $S$, $h_{\mu\nu}$ and $(\mu\nu|\lambda\rho)$ unchanged, so each derivative summed over atoms is zero. The Löwdin $T$ is linear in $S^x$ by (7), so its sum is zero too. The gradients (12) on all atoms thus add to zero for any $\gamma$ and $\Gamma$, which was tested for pure and mixed matrices. A vanishing total force checks the integrals and says nothing about the quality of the states. Invariance holds for $V^x+h^x_{\rm bas}$ together, not for $V^x$ alone. For the continuum Hamiltonian $\mathcal H$ with electron–nucleus potential $\mathcal V$, $\sum_A\partial\mathcal V/\partial A_z=-\sum_i\partial_{z_i}\mathcal V=-[\sum_i\partial_{z_i},\mathcal H]$, because kinetic energy and electron repulsion commute with the total electronic translation. This averages to zero in an eigenstate of $\mathcal H$, which a finite-basis FCI state is not.

### 9. The pure gradient of NO

N is at the origin and O at $z=R=2.2$ bohr, so the derivative with respect to $z_O$ is $d/dR$. All 15 electrons are correlated in 10 Löwdin orbitals, giving 5400 determinants, of which 1344 lie in the block of the trial. The energies are $E_{\rm ROHF}=-127.528062$ and $E_{\rm FCI}=-127.664805$ Ha. The FCI reference is the lowest eigenvalue in this minimal basis. It leaves out everything beyond the basis, relativity and nuclear motion, and it serves to check the formulas, not to predict the force in the molecule.

| term of (12), Ha/bohr | pure, O | pure, N | mixed, O |
|---|---|---|---|
| nuclear repulsion | −11.570248 | +11.570248 | −11.570248 |
| operator | +8.717995 | −9.368598 | +8.687474 |
| moving, one-body | +14.458413 | −13.807810 | +15.542305 |
| moving, two-body | −11.403185 | +11.403185 | −12.291191 |
| overlap | −0.398711 | +0.398711 | −0.453606 |
| rotation | 0 | 0 | +0.000104 |

The first entry is $-Z_NZ_O/R^2=-56/4.84$. For O the electrostatic part is $-11.570248+8.717995=-2.852253$, the Pulay sum is $14.458413-11.403185-0.398711=2.656517$, and the total is $-0.195736$ Ha/bohr. A finite difference of FCI energies from a separate solver gives the same $-0.19573570$ to the eight decimals shown; the test asserts agreement within $10^{-6}$ Ha/bohr. The force on O in this basis is $+0.195736$ Ha/bohr, or 10.07 eV/Å, directed away from N. Neither its size nor its direction is converged with respect to the basis: at the ROHF level $dE/dR$ at 2.2 bohr moves from $-0.058$ Ha/bohr in STO-3G to $+0.114$ Ha/bohr in cc-pVTZ, a shift of 0.17 Ha/bohr that reverses the sign, and the electrostatic part moves from $-2.97$ to $-0.27$ Ha/bohr. The electrostatic parts on O and N add to $-2.852253+2.201649=-0.650604$ and the Pulay sums to $2.656517-2.005914=+0.650603$, as section 8 requires. Omitting the overlap term alone would give $-0.195736+0.398711=+0.202975$ Ha/bohr and reverse the force.

## Part II. Density matrices from back propagation

### 10. What is taken from Part I

Orthonormal orbitals $\phi=\chi C$ define a geometry-independent Fock space with $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, $e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}$ and $H=E_{nn}+h\cdot E+\tfrac12(pq|rs)\cdot e$. The matrices $\gamma$ and $\Gamma$ are the averages of $E_{pq}$ and $e_{pqrs}$ between $\langle L|$ and $|R\rangle$, divided by $\langle L|R\rangle$. With $C^x=CT$, $T=-\tfrac12\tilde S^x+\kappa$, the generalized Fock matrix $F$ of (11) and $W=\tfrac12(F+F^T)$, the quantity $g=\langle L|H^x|R\rangle/\langle L|R\rangle$ is given by (12): electrostatic part, moving-function terms, $-\operatorname{tr}(\tilde S^xW)$ and the rotation term $\langle[H,\hat\kappa]\rangle$ of (13). It is linear in $\gamma$ and $\Gamma$ and equals $g_0=dE_0/dx$ when $L=R=|0\rangle$. For NO, $g_0=-0.195736$ Ha/bohr.

The gradient is now written as the contraction (12) of integral derivatives with density matrices, and it equals the FCI slope when both states are the ground state, whereas the mixed matrices miss it. What remains is to find how fast back propagation removes this error, to obtain the matrices from auxiliary-field walks, and to see what a constraint changes.

Numbers in the example were calculated in double precision.
